\section*{Coarsening time of nanoporous gold from the fourth-power law}

\section{Problem}

Nanoporous gold is a network of gold ligaments left behind when the less noble metal of an alloy is dissolved. Kept in the acid, the network coarsens: its ligaments become thicker and fewer. In one sample the mean ligament diameter $d$ grows from $d_0=10$ nm to $d_1=20$ nm in $t_1=1$ h. How long after the 10 nm state does it reach $d_2=40$ nm?

Assume the following.
\begin{itemize}
\item Atoms move by diffusion along the gold surface, and no gold is dissolved or deposited from outside.
\item Temperature and electrolyte stay fixed. The surface energy $\gamma$ and the surface mobility depend neither on orientation nor on ligament size.
\item From the 10 nm state onwards the network is self-similar: a later network is, statistically, a magnified copy of an earlier one.
\end{itemize}
Lengths are in nm and times in hours, except where a diffusion coefficient calls for seconds.

\section{First estimate by scaling}

The driving force is surface energy. Let $\kappa$ be the sum of the two principal curvatures, positive where the solid is convex. If a small volume $\delta V$ is added to a curved surface, the area changes by $\kappa\,\delta V$. One atom brings the volume $\Omega$, so its chemical potential, measured from that of a flat surface, is
\begin{equation}
\mu=\gamma\Omega\kappa .
\label{eq:mu}
\end{equation}
An atom on the surface feels the force $-\nabla_s\mu$, where $\nabla_s$ is the gradient along the surface. Its mean drift velocity is this force times the mobility $D_s/k_BT$, with $D_s$ the surface diffusivity. With $\nu$ diffusing atoms per area, the flux is
\begin{equation}
\mathbf J=-\frac{D_s\nu}{k_BT}\nabla_s\mu .
\label{eq:flux}
\end{equation}
Where more atoms arrive than leave, the surface advances outwards. Its normal velocity is the volume gained per area and time:
\begin{equation}
v=-\Omega\,\nabla_s\!\cdot\mathbf J
 =B\,\nabla_s^2\kappa,
\qquad
B=\frac{D_s\gamma\Omega^2\nu}{k_BT}.
\label{eq:mullins}
\end{equation}
One factor $\Omega$ in $B$ comes from the chemical potential and the other from turning atoms into volume. The sign is right: at a maximum of $\kappa$ the Laplacian is negative, so a sharp bump recedes.

If $d$ is the only length in the structure, then $\kappa\sim1/d$. The two derivatives in $\nabla_s^2$ contribute another $1/d^2$, so $v\sim B/d^3$. The time needed to build a structure of size $d$ is roughly its size divided by this velocity:
\begin{equation}
t\sim\frac{d}{v}\sim\frac{d^4}{B}.
\end{equation}
The unknown numerical factor cancels in a ratio of two times:
\begin{equation}
t_2^{\rm est}=t_1\left(\frac{d_2}{d_1}\right)^4
=(1\ \mathrm h)\times2^4=16\ \mathrm h .
\label{eq:estimate}
\end{equation}
This estimate makes no use of the initial diameter. It treats the clock as if it had started at zero size.

\section{Exact solution}

\subsection{From scaling to a growth law}

Magnify a surface by a factor $s$. Its curvature is divided by $s$, and the surface Laplacian brings a further factor $1/s^2$. By Eq.~\eqref{eq:mullins}, corresponding points then move with velocities smaller by $s^3$. A self-similar network of diameter $d$ is a copy of the initial one with $s=d/d_0$, so its mean diameter grows at the rate
\begin{equation}
\left.\frac{\mathrm dd}{\mathrm dt}\right|_{d}
=\left(\frac{d_0}{d}\right)^3
\left.\frac{\mathrm dd}{\mathrm dt}\right|_{d_0}.
\end{equation}
The product $d^3\,\mathrm dd/\mathrm dt$ is therefore constant. Calling this constant $K/4$ gives
\begin{equation}
\frac{\mathrm dd}{\mathrm dt}=\frac{K}{4d^3}.
\label{eq:rate}
\end{equation}
Since $B$ and $K$ both have the dimension length$^4$/time, $K$ is $B$ times a pure number set by the geometry of the network. That number is not needed here, because the first hour fixes $K$.

Multiply Eq.~\eqref{eq:rate} by $4d^3\,\mathrm dt$ and integrate from the initial state:
\begin{equation}
\int_{d_0}^{d}4x^3\,\mathrm dx=\int_0^tK\,\mathrm dt'
\quad\Longrightarrow\quad
d^4-d_0^4=Kt .
\label{eq:law}
\end{equation}

\subsection{The numbers}

The first hour gives
\begin{equation}
K=\frac{20^4-10^4}{1}\ \frac{\mathrm{nm^4}}{\mathrm h}
=(160000-10000)\ \frac{\mathrm{nm^4}}{\mathrm h}
=150000\ \frac{\mathrm{nm^4}}{\mathrm h}.
\end{equation}
The time to 40 nm, counted from the 10 nm state, is
\begin{equation}
t_2=\frac{40^4-10^4}{150000}\ \mathrm h
=\frac{2560000-10000}{150000}\ \mathrm h
=17\ \mathrm h .
\label{eq:answer}
\end{equation}
The sample thus needs 16 h more after it has reached 20 nm.

The same answer follows without $K$. The step from 20 to 40 nm is the step from 10 to 20 nm magnified by two. Lengths are doubled and velocities divided by eight, so the step takes $2\times8=16$ times as long. The total is $1+16=17$ h.

By Eq.~\eqref{eq:rate} the growth rate is 37.5 nm/h at 10 nm, 4.69 nm/h at 20 nm and 0.586 nm/h at 40 nm. The diameter is 23.6 nm after 2 h, 29.5 nm after 5 h and 35.1 nm after 10 h. Extending the growth rate at 20 nm as a straight line would predict 40 nm after only $20/4.69=4.3$ further hours. The actual curve bends strongly because each gain in diameter lowers the rate.

\section{Comparison of the two}

The estimate is 1 h short, which is 6\% of the exact time. To see where the hour comes from, subtract Eq.~\eqref{eq:estimate} from the general form of the exact result:
\begin{align}
t_2-t_2^{\rm est}
&=t_1\left[\frac{d_2^4-d_0^4}{d_1^4-d_0^4}-\frac{d_2^4}{d_1^4}\right]\nonumber\\
&=t_1\,\frac{d_1^4d_2^4-d_1^4d_0^4-d_1^4d_2^4+d_0^4d_2^4}{d_1^4(d_1^4-d_0^4)}\nonumber\\
&=t_1\,\frac{d_0^4\,(d_2^4-d_1^4)}{d_1^4\,(d_1^4-d_0^4)} .
\label{eq:difference}
\end{align}
For the given diameters the fraction is
\begin{equation}
\frac{10000\times2400000}{160000\times150000}=1,
\end{equation}
so the difference is one hour. At fixed $d_1$ and $d_2$ it vanishes as $d_0\to0$. For two equal steps, $d_2/d_1=d_1/d_0$, it equals $t_1$ whatever the size of the step, and only its share of $t_2$ shrinks as the step grows. At fixed $d_0$ and $d_2$ it grows without limit when $d_1$ approaches $d_0$, since a calibration that begins and ends at nearly the same size cannot be treated as growth from zero.

The estimate can also be read as a statement about a different clock. Extended backwards, Eq.~\eqref{eq:law} reaches $d=0$ at a time $d_0^4/K=1/15$ h, or 4 min, before the 10 nm state. Counted from that fictitious origin, 20 nm is reached at $16/15$ h and 40 nm at $256/15$ h, and the ratio is 16. The estimate goes wrong by applying this ratio to a time counted from the 10 nm state.

The same 4 min separates two regimes. For $t\ll d_0^4/K$ the diameter grows linearly, $d\approx d_0+Kt/(4d_0^3)$. For $t\gg d_0^4/K$ the initial size is forgotten and $d\approx(Kt)^{1/4}$.

\section{A single ligament}

The fourth power can be seen directly in one ligament. Give a cylinder of radius $R$ a small ripple, $r=R+\varepsilon\cos kz$. To first order in $\varepsilon$,
\begin{equation}
\kappa\approx\frac1r-\frac{\partial^2r}{\partial z^2}
\approx\frac1R+\varepsilon\left(k^2-\frac1{R^2}\right)\cos kz .
\end{equation}
The Laplacian multiplies the cosine by $-k^2$. With $x=kR$, Eq.~\eqref{eq:mullins} becomes
\begin{equation}
\frac{\mathrm d\varepsilon}{\mathrm dt}
=Bk^2\left(\frac1{R^2}-k^2\right)\varepsilon
=\frac{B}{R^4}\,x^2(1-x^2)\,\varepsilon .
\end{equation}
Ripples longer than the circumference ($x<1$) grow and begin to neck the ligament, while shorter ones decay. Setting the derivative of $x^2(1-x^2)$ with respect to $x^2$ to zero gives $x^2=1/2$ for the fastest growth, at the rate $B/(4R^4)$.

For a deep neck the equation must be solved numerically. Conservation of volume along the axis gives
\begin{equation}
\frac{\partial}{\partial t}\frac{r^2}{2}
=B\frac{\partial}{\partial z}\left[\frac{r}{\sqrt{1+r_z^2}}\,
\frac{\partial\kappa}{\partial z}\right],
\end{equation}
where $r_z=\partial r/\partial z$ and $\kappa$ is now the full curvature. I divided half a wavelength of the fastest ripple into cells, started with an amplitude of $0.1R$, and integrated in time until the neck radius was $R/2$. A ligament 10 nm in diameter takes $4.24\,R^4/B$. One of 20 nm, computed with the same $B$ but with 56 cells instead of 40, takes 16.0 times as long.

\section{What the answer depends on}

\subsection{The path taken by the atoms}

Suppose another mechanism gives $\mathrm dd/\mathrm dt\propto d^{-(m-1)}$, and hence $d^m-d_0^m\propto t$. For two successive doublings,
\begin{equation}
\frac{t_2}{t_1}=\frac{4^m-1}{2^m-1}
=\frac{(2^m-1)(2^m+1)}{2^m-1}=2^m+1 .
\label{eq:m}
\end{equation}
Diffusion through the bulk has a flux proportional to $\nabla\mu\sim1/d^2$, so $m=3$ and the total would be 9 h. If the slow step is the exchange of atoms between the surface and a well-mixed reservoir, the velocity follows $\kappa\sim1/d$ itself, so $m=2$ and the total would be 5 h. A third measured diameter can therefore help to distinguish the mechanisms, provided that the network is self-similar and the conditions stay fixed.

\subsection{The starting structure}

The answer depends on self-similarity at the start as well as on the exponent. A simple model shows this: a gently sloped random profile of height $h(z,t)$. Here $\kappa\approx-\partial_z^2h$, so Eq.~\eqref{eq:mullins} reads $\partial_th=-B\,\partial_z^4h$, and a ripple of wavenumber $q$ decays as $\exp(-Bq^4t)$. Define the feature size as $2\pi$ divided by the root-mean-square wavenumber, weighted by the squared ripple amplitudes.

I generated white noise on $2^{22}$ points 1 nm apart and smoothed it to a feature size of 10 nm. When surface diffusion itself had done this smoothing, the time to 40 nm was 17.0 times the time to 20 nm. When the noise had instead been smoothed to 10 nm with a decay exponent proportional to $q^2$, and was then handed over to surface diffusion, the ratio was 20.8. Both profiles start with the same feature size and obey the same equation afterwards, but only the first starts with the spectral shape that surface diffusion preserves, so that afterwards only the wavenumber scale and the overall amplitude change. Even the first is not a magnified copy of its earlier self: its root-mean-square height falls by a factor $\sqrt2$ at each doubling of the feature size. In this linear equation the overall height does not affect the timing. The profile is not a porous network, so 20.8 is no forecast for gold. It shows that one initial size does not fix the answer: the time also depends on whether the structure already has the statistical form that the coarsening preserves.

\section{Beside real nanoporous gold}

Ligaments of some tens of nanometres that coarsen over hours in acid near room temperature are a realistic setting. The given hour also allows a rough estimate of the diffusivity. Suppose that a 10 nm ligament, with the starting ripple used above, necks in 1 h. With $R=5$ nm,
\begin{equation}
B\approx\frac{4.24\times5^4}{3600}\ \frac{\mathrm{nm^4}}{\mathrm s}
=0.74\ \frac{\mathrm{nm^4}}{\mathrm s}.
\end{equation}
Take rough values for gold: $\gamma=1.5\ \mathrm{J/m^2}=9.36\ \mathrm{eV/nm^2}$ and a cubic lattice constant of 0.408 nm. Four atoms per cell give $\Omega=0.0170\ \mathrm{nm^3}$. Counting every surface atom as diffusing, $\nu=\Omega^{-2/3}=15.1\ \mathrm{nm^{-2}}$. At 298 K, $k_BT=0.0257$ eV, and Eq.~\eqref{eq:mullins} gives
\begin{equation}
D_s=\frac{Bk_BT}{\gamma\Omega^2\nu}
\approx0.5\ \frac{\mathrm{nm^2}}{\mathrm s}
=5\times10^{-15}\ \frac{\mathrm{cm^2}}{\mathrm s}.
\end{equation}
This is an average over all surface atoms, most of which are at rest at any moment. The value depends on the assumed starting ripple and leaves out the curvature effect described below; together these can change it by more than a factor of ten.

Real samples depart from the ideal law in ways that can be sized for these numbers, changing one thing at a time and keeping the first hour as the calibration.

\textbf{Curvature.} Equation~\eqref{eq:flux} takes the density of diffusing atoms as constant. If that density is in local equilibrium, it carries a factor $\exp(\gamma\Omega\kappa/k_BT)$. For a cylinder $\kappa=2/d$, and the exponent is 1.24 at 10 nm, 0.62 at 20 nm and 0.31 at 40 nm. The growth rate then falls with increasing diameter more steeply than $d^{-3}$. Multiplying the growth rate by this factor and integrating numerically moves the total from 17 h to about 24 h. This is only a rough size of the effect, since $\kappa$ varies from place to place in the network and can be larger or smaller than that of a cylinder.

\textbf{Temperature.} With a rough activation energy of 0.6 eV for $D_s$, and with $K\propto D_s/T$, a bath 5 K cooler after the first hour has its $K$ multiplied by 0.683. The total becomes $1+16/0.683\approx24$ h. That this agrees with the previous figure is an accident of the chosen inputs.

\textbf{Measured diameter.} If the diameter after one hour was really 19 nm, the total is 21.2 h; if it was 21 nm, 13.8 h. An error of 5\% in the one-hour diameter thus shifts the answer by 19 to 25\% of the 17 h, because that diameter enters to the fourth power.

\textbf{Bulk diffusion.} The bulk carries atoms through a cross-section of order $d^2$, the surface through a strip of order $d\,\Omega^{1/3}$. With a rough bulk diffusivity of $10^{-5}\ \mathrm{m^2/s}$ times $\exp(-1.8\ \mathrm{eV}/k_BT)$, the bulk share at 40 nm is of order $10^{-15}$ of the surface share. Diffusion through the gold lattice can be ignored here.

Facets, residual silver and a changing layer of adsorbed ions can also make $K$ drift as the ligaments grow; they are not sized here. The 17 h is exact for the ideal law. For a real sample, the curvature effect, a 5 K change of temperature or a 5\% error in the one-hour diameter can each move it by several hours.
